# Why gradient corrections expand lattices: LDA, PBEsol, PBE and RPBE: test program

```python
"""Why GGAs expand lattices: pressure correction from overlapping atomic tails.

Result under test (Rydberg units, correction relative to LDA):
  P_x = A n_m^(4/3) s_m^2 * integral_0^inf Phi(s(u)) cosh(u)^(-4/3) du,
  s(u) = s_m tanh(u) / cosh(u)^(1/3),  Phi(s) = d/ds[(F(s)-1)/s].
n_m: density midway between atomic planes; s_m = decay/(2 k_F(n_m));
decay: exponential decay constant of one tail; F: exchange enhancement;
A n^(4/3): magnitude of the LDA exchange energy density.
The order LDA < PBEsol < PBE < RPBE is tested for exchange, for the complete
functionals in the model, and for the bond length of F2. H2 is an exception.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma
from pyscf import dft, gto, lib
from pyscf.dft import libxc

lib.num_threads(1)
NAMES = ["PBEsol", "PBE", "RPBE"]
X_CODE = {"PBEsol": "GGA_X_PBE_SOL,", "PBE": "GGA_X_PBE,",
          "RPBE": "GGA_X_RPBE,"}
C_CODE = {"PBEsol": "GGA_C_PBE_SOL", "PBE": "GGA_C_PBE", "RPBE": "GGA_C_PBE"}
LDA_X, LDA_C = "LDA_X,", "LDA_C_PW_MOD"
KAPPA = 0.804
BETA = {"PBEsol": 0.046, "PBE": 0.06672455060314922}
MU = {"PBEsol": 10 / 81, "PBE": BETA["PBE"] * np.pi**2 / 3}
MU["RPBE"] = MU["PBE"]
A_X = 1.5 * (3 / np.pi) ** (1 / 3)          # Ry bohr
RY_BOHR3_TO_GPA = (constants.physical_constants[
    "Rydberg constant times hc in J"][0]
    / constants.physical_constants["Bohr radius"][0] ** 3 / 1e9)
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(100)


def nodes(upper):
    return 0.5 * upper * (GAUSS_X + 1), 0.5 * upper * GAUSS_W


def fermi(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def correction(name, n, p, with_c):
    """GGA minus LDA energy density h (Ry/bohr^3) and dh/dp, from libxc."""
    n, p = np.atleast_1d(n).astype(float), np.atleast_1d(p).astype(float)
    rho = np.zeros((4, n.size))
    rho[0], rho[3] = n, p
    gga = X_CODE[name] + (C_CODE[name] if with_c else "")
    lda = LDA_X + (LDA_C if with_c else "")
    e_gga, v_gga = libxc.eval_xc(gga, rho, spin=0, deriv=1)[:2]
    e_lda = libxc.eval_xc(lda, n, spin=0, deriv=1)[0]
    h = 2 * n * (np.ravel(e_gga) - np.ravel(e_lda))
    return h, 4 * p * np.ravel(v_gga[1])


def phi(name, s):
    """Analytic derivative of (F-1)/s."""
    y = MU[name] * s**2 / KAPPA
    if name == "RPBE":
        return MU[name] * ((1 + 2 * y) * np.exp(-y) - 1) / y
    return MU[name] * (1 - y) / (1 + y) ** 2


def exchange_formula(name, n_mid, s_mid):
    u, w = nodes(14.0)
    s = s_mid * np.tanh(u) / np.cosh(u) ** (1 / 3)
    integral = np.sum(w * phi(name, s) * np.cosh(u) ** (-4 / 3))
    return A_X * n_mid ** (4 / 3) * s_mid**2 * integral


def tail_pressure(name, decay, n_mid, with_c, upper=14.0):
    """Overlap pressure for any semilocal correction, using libxc."""
    u, w = nodes(upper)
    n, p = n_mid * np.cosh(u), decay * n_mid * np.sinh(u)
    h, dh = correction(name, n, p, with_c)
    return -(decay * n_mid) ** 2 * np.sum(w * (p * dh - h) / p**2)


def stack_energy(name, d, decay, n0, with_c):
    """Correction per area and period from the explicitly summed tails."""
    z, w = nodes(d / 2)
    centres = (np.arange(-30, 30) + 0.5) * d
    dist = z[:, None] - centres[None, :]
    tails = n0 * np.exp(-decay * np.abs(dist))
    slope = np.sum(-decay * np.sign(dist) * tails, axis=1)
    h = correction(name, tails.sum(axis=1), np.abs(slope), with_c)[0]
    return 2 * np.sum(w * h)


def direct_pressure(name, d, decay, n0, with_c, step=1e-3):
    return -(stack_energy(name, d + step, decay, n0, with_c)
             - stack_energy(name, d - step, decay, n0, with_c)) / (2 * step)


# ---------------- model stack of atomic planes ----------------
decay, n0, d0, modulus = 2.0, 0.3, 4.0, 0.03
half = decay * d0 / 2
n_mid = n0 / np.sinh(half)
s_mid = decay / (2 * fermi(n_mid))
print(f"tail decay {decay:.1f} 1/bohr, n0 {n0:.1f} 1/bohr^3, "
      f"spacing {d0:.1f} bohr")
print(f"modulus M {modulus:.3f} Ry/bohr^3 = "
      f"{modulus * RY_BOHR3_TO_GPA:.0f} GPa")
print(f"midplane density {n_mid:.5f} 1/bohr^3, s_m {s_mid:.4f}")
print(f"A n_m^(4/3) {A_X * n_mid ** (4 / 3):.6f} Ry/bohr^3")
print("mu: " + ", ".join(f"{k} {MU[k]:.5f}" for k in NAMES)
      + f"; kappa {KAPPA}")

u, w = nodes(14.0)
overlap_integral = np.sqrt(np.pi) / 2 * gamma(2 / 3) / gamma(7 / 6)
assert abs(np.sum(w * np.cosh(u) ** (-4 / 3)) - overlap_integral) < 1e-6
print(f"integral of cosh^(-4/3) {overlap_integral:.5f}")
for name in NAMES:
    gradient_only = (A_X * n_mid ** (4 / 3) * s_mid**2 * MU[name]
                     * overlap_integral)
    print(f"pure mu s^2 exchange pressure {name}: "
          f"{gradient_only:.6f} Ry/bohr^3")
    # weak-gradient limit of the actual functional must be proportional to mu
    weak = 0.02
    numeric = tail_pressure(name, 2 * fermi(n_mid) * weak, n_mid, False)
    limit = A_X * n_mid ** (4 / 3) * weak**2 * MU[name] * overlap_integral
    assert abs(numeric / limit - 1) < 2e-3

p_x, p_xc = {}, {}
for name in NAMES:
    for with_c, store in ((False, p_x), (True, p_xc)):
        store[name] = direct_pressure(name, d0, decay, n0, with_c)
        h_plane = correction(name, n0 / np.tanh(half), decay * n0, with_c)[0][0]
        complete = (tail_pressure(name, decay, n_mid, with_c, half)
                    / np.tanh(half) + h_plane / np.sinh(half) ** 2)
        assert np.isclose(complete, store[name], rtol=1e-5, atol=1e-9)
    formula = exchange_formula(name, n_mid, s_mid)
    assert np.isclose(formula, tail_pressure(name, decay, n_mid, False),
                      rtol=1e-5)
    # neglected terms are of relative order (n_mid/n0)^(4/3), about one percent
    assert abs(formula / p_x[name] - 1) < 0.05
    print(f"exchange pressure {name}: formula {formula:.6f}, "
          f"direct {p_x[name]:.6f} Ry/bohr^3")
assert 0 < p_x["PBEsol"] < p_x["PBE"] < p_x["RPBE"]
assert 0 < p_xc["PBEsol"] < p_xc["PBE"] < p_xc["RPBE"]

for name in NAMES:
    p_c = p_xc[name] - p_x[name]
    assert p_c < 0
    first_order = p_xc[name] * d0 / modulus
    total = minimize_scalar(
        lambda d: 0.5 * modulus / d0 * (d - d0) ** 2
        + stack_energy(name, d, decay, n0, True),
        bounds=(3.5, 4.6), method="bounded", options={"xatol": 1e-8})
    shift = total.x - d0
    assert abs(first_order / shift - 1) < 0.15   # second order in the shift
    print(f"{name}: correlation {p_c:.6f}, total {p_xc[name]:.6f} Ry/bohr^3 "
          f"= {p_xc[name] * RY_BOHR3_TO_GPA:.2f} GPa")
    print(f"{name}: spacing shift first order {first_order:.4f}, "
          f"minimized {shift:.4f} bohr ({100 * shift / d0:.2f} %)")

# ---------------- range of validity of the ordering ----------------
u_scan = np.linspace(0, 8, 80001)
bound = np.sqrt(3) / 2 / 2 ** (1 / 3)
assert abs(np.max(np.tanh(u_scan) / np.cosh(u_scan) ** (1 / 3)) - bound) < 1e-7
s_cross = brentq(lambda s: phi("PBE", s) - phi("PBEsol", s), 0.8, 2.0)
s_cross_r = brentq(lambda s: phi("RPBE", s) - phi("PBE", s), 1.5, 3.0)
s_safe = min(s_cross, s_cross_r) / bound
s_scan = np.linspace(0.01, 0.999 * min(s_cross, s_cross_r), 500)
assert np.all(phi("PBEsol", s_scan) > 0)
assert np.all(phi("PBE", s_scan) > phi("PBEsol", s_scan))
assert np.all(phi("RPBE", s_scan) > phi("PBE", s_scan))
assert s_mid < s_safe
for s_test in np.linspace(0.1, s_safe, 8):
    q = [tail_pressure(k, 2 * fermi(n_mid) * s_test, n_mid, False)
         for k in NAMES]
    assert 0 < q[0] < q[1] < q[2]
s_reverse = brentq(lambda s: exchange_formula("PBE", n_mid, s)
                   - exchange_formula("PBEsol", n_mid, s), s_safe, 5.5)
beyond = 2 * fermi(n_mid) * 1.1 * s_reverse
assert (tail_pressure("PBE", beyond, n_mid, False)
        < tail_pressure("PBEsol", beyond, n_mid, False))
print(f"largest s in overlap / s_m {bound:.4f}; in example "
      f"{bound * s_mid:.4f}")
print(f"Phi crossings: PBEsol/PBE at s {s_cross:.4f}, "
      f"PBE/RPBE at s {s_cross_r:.4f}")
print(f"exchange order guaranteed for s_m below {s_safe:.3f}")
print(f"PBE and PBEsol exchange pressures swap at s_m {s_reverse:.3f}")

for name in ("PBEsol", "PBE"):
    net = MU[name] - np.pi**2 * BETA[name] / 3
    weak = 0.02
    numeric = (tail_pressure(name, 2 * fermi(n_mid) * weak, n_mid, True)
               / (A_X * n_mid ** (4 / 3) * weak**2 * overlap_integral))
    assert abs(numeric - net) < 1e-3
    print(f"small-s net coefficient mu - pi^2 beta/3, {name}: {net:.5f}")
s_sign = brentq(lambda s: tail_pressure("PBEsol", 2 * fermi(n_mid) * s,
                                        n_mid, True), 0.2, 1.8)
print(f"PBEsol total pressure turns positive at s_m {s_sign:.3f} "
      "(same n_m)")


# ---------------- self-consistent molecules ----------------
def cubic_fit(x, y):
    return np.poly1d(np.polyfit(x - x.mean(), y, 3))


def minimum(x, y):
    curve = cubic_fit(x, y)
    roots = curve.deriv().roots
    good = [r.real for r in roots
            if abs(r.imag) < 1e-10 and curve.deriv(2)(r.real) > 0]
    assert len(good) == 1 and abs(good[0]) < np.ptp(x)
    return good[0] + x.mean()


def bond_study(symbol, basis, distances, names):
    """Bond lengths: self-consistent, and with GGA on the LDA density."""
    scf = {k: [] for k in ["LDA"] + names}
    post = {k: [] for k in names}
    delta_x, delta_c = [], []
    for r in distances:
        mol = gto.M(atom=f"{symbol} 0 0 0; {symbol} 0 0 {r}", unit="Bohr",
                    basis=basis, verbose=0)
        lda = dft.RKS(mol)
        lda.xc = LDA_X + LDA_C
        lda.grids.atom_grid = (50, 194)
        lda.conv_tol = 1e-9
        e_lda = lda.kernel()
        assert lda.converged
        density = lda.make_rdm1()

        def exc(code):
            return float(lda._numint.nr_rks(mol, lda.grids, code, density)[1])

        scf["LDA"].append(2 * e_lda)
        exc_lda = exc(LDA_X + LDA_C)
        for name in names:
            code = X_CODE[name] + C_CODE[name]
            exc_gga = exc(code)
            post[name].append(2 * (e_lda + exc_gga - exc_lda))
            if name == "PBE":
                x_part = exc(X_CODE[name]) - exc(LDA_X)
                delta_x.append(2 * x_part)
                delta_c.append(2 * (exc_gga - exc_lda - x_part))
            gga = dft.RKS(mol)
            gga.xc = code
            gga.grids = lda.grids
            gga.conv_tol = 1e-9
            scf[name].append(2 * gga.kernel(dm0=density))
            assert gga.converged
    r_scf = {k: minimum(distances, np.array(v)) for k, v in scf.items()}
    r_post = {k: minimum(distances, np.array(v)) for k, v in post.items()}
    offset = r_scf["LDA"] - distances.mean()
    forces = [-cubic_fit(distances, np.array(v)).deriv()(offset)
              for v in (delta_x, delta_c)]
    return r_scf, r_post, forces


r_f2, post_f2, force_f2 = bond_study(
    "F", "6-31g*", np.array([2.56, 2.64, 2.72, 2.80]), NAMES)
print(f"F2 bond length LDA {r_f2['LDA']:.4f} bohr")
for name in NAMES:
    print(f"F2 bond length {name}: self-consistent {r_f2[name]:.4f}, "
          f"on LDA density {post_f2[name]:.4f} bohr")
print(f"F2 PBE-LDA force at LDA bond: exchange {force_f2[0]:.5f}, "
      f"correlation {force_f2[1]:.5f} Ry/bohr")
assert r_f2["LDA"] < r_f2["PBEsol"] < r_f2["PBE"] < r_f2["RPBE"]
assert force_f2[0] > 0
full_range = r_f2["RPBE"] - r_f2["LDA"]
# the density response enters only at second order
assert max(abs(post_f2[k] - r_f2[k]) for k in NAMES) < 0.25 * full_range

r_h2, post_h2, force_h2 = bond_study(
    "H", "cc-pvdz", np.array([1.36, 1.42, 1.48, 1.54]), ["PBE"])
print(f"H2 bond length: LDA {r_h2['LDA']:.4f}, PBE {r_h2['PBE']:.4f} bohr")
print(f"H2 PBE-LDA force at LDA bond: exchange {force_h2[0]:.5f}, "
      f"correlation {force_h2[1]:.5f} Ry/bohr")
assert r_h2["PBE"] < r_h2["LDA"]

print("no test failed")
```

Running it gives:

```
tail decay 2.0 1/bohr, n0 0.3 1/bohr^3, spacing 4.0 bohr
modulus M 0.030 Ry/bohr^3 = 441 GPa
midplane density 0.01099 1/bohr^3, s_m 1.4537
A n_m^(4/3) 0.003611 Ry/bohr^3
mu: PBEsol 0.12346, PBE 0.21951, RPBE 0.21951; kappa 0.804
integral of cosh^(-4/3) 1.29355
pure mu s^2 exchange pressure PBEsol: 0.001219 Ry/bohr^3
pure mu s^2 exchange pressure PBE: 0.002167 Ry/bohr^3
pure mu s^2 exchange pressure RPBE: 0.002167 Ry/bohr^3
exchange pressure PBEsol: formula 0.000964, direct 0.000945 Ry/bohr^3
exchange pressure PBE: formula 0.001456, direct 0.001424 Ry/bohr^3
exchange pressure RPBE: formula 0.001736, direct 0.001703 Ry/bohr^3
PBEsol: correlation -0.000716, total 0.000230 Ry/bohr^3 = 3.38 GPa
PBEsol: spacing shift first order 0.0306, minimized 0.0303 bohr (0.76 %)
PBE: correlation -0.000789, total 0.000635 Ry/bohr^3 = 9.34 GPa
PBE: spacing shift first order 0.0846, minimized 0.0800 bohr (2.00 %)
RPBE: correlation -0.000789, total 0.000914 Ry/bohr^3 = 13.44 GPa
RPBE: spacing shift first order 0.1218, minimized 0.1138 bohr (2.84 %)
largest s in overlap / s_m 0.6874; in example 0.9992
Phi crossings: PBEsol/PBE at s 1.2628, PBE/RPBE at s 2.3871
exchange order guaranteed for s_m below 1.837
PBE and PBEsol exchange pressures swap at s_m 3.671
small-s net coefficient mu - pi^2 beta/3, PBEsol: -0.02788
small-s net coefficient mu - pi^2 beta/3, PBE: 0.00000
PBEsol total pressure turns positive at s_m 0.902 (same n_m)
F2 bond length LDA 2.6303 bohr
F2 bond length PBEsol: self-consistent 2.6559, on LDA density 2.6560 bohr
F2 bond length PBE: self-consistent 2.6837, on LDA density 2.6838 bohr
F2 bond length RPBE: self-consistent 2.7020, on LDA density 2.7022 bohr
F2 PBE-LDA force at LDA bond: exchange 0.07515, correlation -0.03226 Ry/bohr
H2 bond length: LDA 1.4773, PBE 1.4535 bohr
H2 PBE-LDA force at LDA bond: exchange -0.02648, correlation 0.01025 Ry/bohr
no test failed
```
